# Equilibrium Polarizations of a Tilted Quartic Double Well and Their Stability

## Problem

A ferroelectric capacitor film is described by one uniform polarization component $P$, perpendicular to its electrodes. The internal field $E$ along the same axis is held fixed. Up to terms independent of $P$, the energy per unit volume is

$$
G(P)=\frac a2P^2+\frac b4P^4-EP,\qquad a<0,\quad b>0 .
$$

The quadratic term makes $P=0$ unfavourable at zero field, the quartic term limits the polarization, and $-EP$ tilts the two wells. Domains, spatial gradients, strain as a separate variable and thermal noise are left out.

Take the round model parameters

$$
a=-1.0\times10^9\ \mathrm{m/F},\qquad
b=2.5\times10^{10}\ \mathrm{m^5/(C^2\,F)},
$$

and the field $E=5.0\times10^7\ \mathrm{V/m}$.

1. Find every equilibrium polarization.
2. Classify each one as stable, metastable or unstable.
3. Find the energy barrier that protects the metastable state, if there is one.
4. Decide what changes when the field is raised to $1.0\times10^8\ \mathrm{V/m}$.

An equilibrium is a point where $G'(P)=0$, a prime denoting a derivative with respect to $P$ at fixed $E$. It is called stable if it is a global minimum of $G$, metastable if it is a local minimum but not a global one, and unstable if it is a local maximum.

## First estimate by scaling

At $E=0$ the equilibrium condition is $P(a+bP^2)=0$. Its nonzero solutions are $\pm P_0$, with

$$
P_0=\sqrt{\frac{|a|}{b}}
=\sqrt{\frac{1.0\times10^9}{2.5\times10^{10}}}\ \mathrm{C/m^2}
=0.20\ \mathrm{C/m^2}.
$$

This is the natural unit of polarization. The natural unit of field is $|a|P_0=2.0\times10^8\ \mathrm{V/m}$, so define

$$
p=\frac{P}{P_0},\qquad
\varepsilon=\frac{E}{|a|P_0}=0.25 .
$$

Since $bP_0^2=|a|$, the energy becomes $G=|a|P_0^2\,g$, where

$$
g(p)=-\frac{p^2}{2}+\frac{p^4}{4}-\varepsilon p,
\qquad |a|P_0^2=40\ \mathrm{MJ/m^3}.
$$

Setting $dg/dp=0$ gives

$$
p^3-p=\varepsilon .
$$

For a small tilt the solutions lie near $1$, $-1$ and $0$. Near the wells write $p=\pm1+\delta$. Then

$$
(\pm1+\delta)^3-(\pm1+\delta)
=2\delta\pm3\delta^2+\delta^3=\varepsilon .
$$

To first order $\delta=\varepsilon/2$. Near zero, $p^3$ is negligible beside $p$, which leaves $-p=\varepsilon$. The estimates are therefore

$$
p_+\approx1+\frac{\varepsilon}{2}=1.125,\qquad
p_-\approx-1+\frac{\varepsilon}{2}=-0.875,\qquad
p_u\approx-\varepsilon=-0.25 .
$$

Multiplication by $P_0$ gives $0.225$, $-0.175$ and $-0.050\ \mathrm{C/m^2}$. The field shifts both wells towards positive polarization, but moves the hilltop between them towards negative polarization.

The energies follow from a short argument. Let $g_{\rm eq}(\varepsilon)$ be the energy of an equilibrium followed as the field changes. Its total derivative is

$$
\frac{dg_{\rm eq}}{d\varepsilon}
=\frac{\partial g}{\partial p}\frac{dp}{d\varepsilon}
+\frac{\partial g}{\partial\varepsilon}
=0-p=-p .
$$

At zero field $g=-1/4$ in each well and $g=0$ at the hilltop. Integrating the linear estimates from zero field gives

$$
g_\pm\approx-\frac14\mp\varepsilon-\frac{\varepsilon^2}{4},
\qquad
g_u\approx\frac{\varepsilon^2}{2}.
$$

The positive well is thus lower by about $2\varepsilon\times40=20\ \mathrm{MJ/m^3}$. The barrier seen from the negative well is estimated as

$$
40\,(g_u-g_-)\approx40\,(0.03125+0.015625)
\approx1.9\ \mathrm{MJ/m^3}.
$$

This suggests one stable, one metastable and one unstable state. It does not establish that the tilt is small enough for all three to exist. That requires the full cubic.

## Exact solution

### How many equilibria exist

Consider $h(p)=p^3-p$, whose derivative is $3p^2-1$. It rises up to $p=-1/\sqrt3$, falls until $p=1/\sqrt3$, and then rises again. Its local maximum is

$$
h\!\left(-\frac1{\sqrt3}\right)
=-\frac1{3\sqrt3}+\frac1{\sqrt3}
=\frac{2}{3\sqrt3},
$$

and its local minimum is the negative of this value. A horizontal line at height $\varepsilon$ crosses the curve three times if $|\varepsilon|<2/(3\sqrt3)$, and once if $|\varepsilon|$ is larger. In terms of the actual field, the boundary is the coercive field of this uniform model,

$$
E_c=\frac{2|a|P_0}{3\sqrt3}
=7.70\times10^7\ \mathrm{V/m}
=0.770\ \mathrm{MV/cm}.
$$

This is the limit for uniform reversal. Real films usually reverse by nucleation and growth of domains, often at lower fields, so $E_c$ is not a prediction of a measured coercive field. The specified field has $e=E/E_c=0.6495$, so there are three equilibria.

### The three roots

Because $\varepsilon=2e/(3\sqrt3)$, the equation to solve is

$$
p^3-p=\frac{2e}{3\sqrt3}.
$$

Insert $p=(2/\sqrt3)\cos\theta$. The factor is chosen so that the cubic and linear terms acquire the ratio found in the triple-angle identity:

$$
p^3-p
=\frac{8}{3\sqrt3}\cos^3\theta-\frac{2}{\sqrt3}\cos\theta
=\frac{2}{3\sqrt3}\left(4\cos^3\theta-3\cos\theta\right)
=\frac{2}{3\sqrt3}\cos3\theta .
$$

Hence $\cos3\theta=e$. For $|e|<1$ the three roots are

$$
P_k=\frac{2P_0}{\sqrt3}
\cos\!\left(\frac{\arccos e+2\pi k}{3}\right),
\qquad k=0,1,2 .
$$

Other integers $k$, or the other sign of $\arccos e$, repeat these values. Here $\arccos e=49.495^\circ$, so the three angles are $16.498^\circ$, $136.498^\circ$ and $256.498^\circ$. With $2P_0/\sqrt3=0.23094\ \mathrm{C/m^2}$,

$$
\begin{aligned}
P_0^{\rm eq}&=0.23094\cos16.498^\circ=0.2214\ \mathrm{C/m^2},\\
P_1^{\rm eq}&=0.23094\cos136.498^\circ=-0.1675\ \mathrm{C/m^2},\\
P_2^{\rm eq}&=0.23094\cos256.498^\circ=-0.0539\ \mathrm{C/m^2}.
\end{aligned}
$$

The superscript distinguishes the root with $k=0$ from the unit $P_0$. In microcoulombs per square centimetre the polarizations are $22.14$, $-16.75$ and $-5.39\ \mathrm{\mu C/cm^2}$. The cubic has no $p^2$ term, so its roots must add to zero, and these do to the digits shown.

### Minima and maxima

The second derivative is

$$
G''(P)=a+3bP^2=|a|(3p^2-1).
$$

An equilibrium with $|P|>P_0/\sqrt3=0.1155\ \mathrm{C/m^2}$ is a local minimum, and one with smaller $|P|$ is a local maximum. For the three roots,

$$
\begin{aligned}
G''(P_0^{\rm eq})&=10^9\,[3(1.1072)^2-1]=2.68\times10^9\ \mathrm{m/F},\\
G''(P_1^{\rm eq})&=10^9\,[3(0.8376)^2-1]=1.10\times10^9\ \mathrm{m/F},\\
G''(P_2^{\rm eq})&=10^9\,[3(0.2696)^2-1]=-0.78\times10^9\ \mathrm{m/F}.
\end{aligned}
$$

The first two are minima and the third is a maximum. Curvature is a local property, however, and cannot say which minimum is global.

### Which minimum is global

Take $E>0$. The even terms of $G$ cancel in the difference

$$
G(-P)-G(P)=EP-(-EP)=2EP .
$$

Reflecting the negative minimum $P_1^{\rm eq}$ to the positive point $|P_1^{\rm eq}|$ therefore lowers the energy by $2E|P_1^{\rm eq}|$. On the positive side, $G'$ starts at $-E<0$, decreases until $P=P_0/\sqrt3$, and then increases without bound. It crosses zero once, from below, at $P_0^{\rm eq}$. This point is consequently the lowest point for $P>0$, and

$$
G(P_0^{\rm eq})\le G(|P_1^{\rm eq}|)<G(P_1^{\rm eq}).
$$

The minimum with polarization along the field is stable, and the minimum with polarization against it is metastable. This holds for every $0<E<E_c$. For a negative field, $G$ is unchanged when $P$ and $E$ both change sign, so the same labels apply to the mirrored states.

### Energies and barriers

At an equilibrium, $bP^3=E-aP$. Multiplying by $P/4$ gives the quartic energy, and hence

$$
G_{\rm eq}=\frac a2P^2+\frac{EP-aP^2}{4}-EP
=\frac a4P^2-\frac34EP .
$$

In $\mathrm{MJ/m^3}$ the two terms give

$$
\begin{aligned}
G(P_0^{\rm eq})&=-12.26-8.30=-20.56,\\
G(P_1^{\rm eq})&=-7.015+6.282=-0.733,\\
G(P_2^{\rm eq})&=-0.727+2.022=1.295 .
\end{aligned}
$$

From the unrounded values, the metastable state lies $19.83\ \mathrm{MJ/m^3}$ above the stable one. The barrier is $2.03\ \mathrm{MJ/m^3}$ from the metastable side and $21.86\ \mathrm{MJ/m^3}$ from the stable side. These are barriers for uniform reversal. A film that can form domains has other paths available, which this model does not describe.

### What the labels mean in time

Let the polarization relax with a damping coefficient $\Gamma>0$:

$$
\Gamma\frac{dP}{dt}=-G'(P),\qquad
\frac{dG}{dt}=G'\frac{dP}{dt}=-\frac{(G')^2}{\Gamma}\le0 .
$$

For a small displacement $\eta$ from an equilibrium, expansion of $G'$ gives

$$
\Gamma\frac{d\eta}{dt}=-G''(P_{\rm eq})\,\eta .
$$

A displacement from either minimum decays, while one from the maximum grows. Numerical integration with displacements of $0.01P_0$ confirms this. Starting just above $P_2^{\rm eq}$, the polarization ends in the stable state; starting just below, it ends in the metastable one.

The hilltop therefore divides the initial states into two groups. A film prepared with negative polarization below $-0.0539\ \mathrm{C/m^2}$ relaxes to $-0.1675\ \mathrm{C/m^2}$ and stays there, although a lower energy is available. Without noise, its lifetime is unlimited. A finite lifetime would require thermal fluctuations or another disturbance, and cannot be read from $G$ alone.

The fixed internal field matters as well. Suppose instead that $E=E_a-\kappa P$, with constants $E_a$ and $\kappa>0$, as when a linear depolarizing field acts. The restoring term adds $\kappa P^2/2$ to the energy and $\kappa$ to the curvature. The state at $P_2^{\rm eq}$ then becomes a local minimum if $\kappa>0.78\times10^9\ \mathrm{m/F}$, provided $E_a$ is adjusted to keep the same internal field there. This is a minimum with respect to uniform displacements only. If the feedback acts on the mean polarization, two regions displaced in opposite directions leave the mean unchanged, feel no restoring term and still move apart. A real film can therefore escape by forming domains unless wall energy or local fields, both omitted here, prevent it. The label "unstable" thus belongs to the state together with the way it is driven.

## Fields at and beyond the limits

**Zero field.** Both wells have the same energy, $-|a|P_0^2/4=-10\ \mathrm{MJ/m^3}$. By the definition above, both are stable, and neither is metastable. The state $P=0$ is unstable.

**The coercive field.** At $E=E_c$ the cubic factorizes as

$$
p^3-p-\frac{2}{3\sqrt3}
=\left(p+\frac1{\sqrt3}\right)^2
\left(p-\frac2{\sqrt3}\right).
$$

The metastable and unstable states have merged at $P=-P_0/\sqrt3$. The curvature there is zero, but the third derivative $6bP$ is not. The energy consequently rises on one side and falls on the other. This point is an inflection, so none of the three labels fits it: a small push towards positive $P$ is enough to start the reversal.

**The second field.** At $1.0\times10^8\ \mathrm{V/m}$ the ratio is $e=1.299$, and one equilibrium remains. Since $\cos3\theta$ cannot exceed one for real $\theta$, use $p=(2/\sqrt3)\cosh u$ and $4\cosh^3u-3\cosh u=\cosh3u$. The same algebra gives $\cosh3u=e$, and therefore

$$
P=\frac{2P_0}{\sqrt3}
\cosh\!\left(\frac{\operatorname{arcosh}e}{3}\right)
=0.2383\ \mathrm{C/m^2}
=23.83\ \mathrm{\mu C/cm^2}.
$$

Its curvature is $3.26\times10^9\ \mathrm{m/F}$. Because $G$ grows without bound at large $|P|$, it has a global minimum, which must be this single equilibrium. The state is stable. A film left in the metastable state at the first field has no barrier at the second, and relaxes to this positive polarization.

## Comparison of estimate and exact result

The errors below are relative to the magnitude of the exact value at the first field.

| State | Estimate of $p$ | Exact $p$ | Error |
|---|---:|---:|---:|
| stable | 1.125 | 1.107 | 1.6% |
| metastable | −0.875 | −0.838 | 4.5% |
| unstable | −0.250 | −0.270 | 7.3% |

The next terms of the expansion account for the directions of these errors. Keeping $\delta^2$ near the wells, and inserting $p\approx-\varepsilon$ into $p=-\varepsilon+p^3$ near the hilltop, gives

$$
p_\pm\approx\pm1+\frac\varepsilon2\mp\frac38\varepsilon^2,
\qquad
p_u\approx-\varepsilon-\varepsilon^3 .
$$

The corrected values are $1.102$, $-0.852$ and $-0.266$. Each correction has the sign needed to move the linear estimate towards the exact root. In particular, the metastable state and the hilltop are closer together than the linear estimate says.

For the energies, the estimated well difference of $20\ \mathrm{MJ/m^3}$ is $0.9\%$ too high. The estimated barrier of $1.875\ \mathrm{MJ/m^3}$ before rounding is $7.6\%$ too low.

The linear estimate fails more seriously when asked where the metastable state disappears. Setting $-1+\varepsilon/2=-\varepsilon$ gives $\varepsilon=2/3$, whereas the exact limit is $2/(3\sqrt3)=0.385$. The estimate is too large by a factor $\sqrt3$. At the second field, where $\varepsilon=0.5$, it would still predict three states, although there is one.

An expansion about the merging point repairs this. Put $p=-1/\sqrt3+q$ and $x=2/(3\sqrt3)-\varepsilon$. The cubic becomes

$$
\sqrt3\,q^2-q^3=x,
\qquad
q\approx\pm\left(\frac{x}{\sqrt3}\right)^{1/2}
\quad\text{for small }x>0 .
$$

The plus sign belongs to the hilltop and the minus sign to the metastable state. Their separation closes as a square root, which a linear shift cannot reproduce. Let $\Delta g$ be the scaled barrier from the metastable state. Since $dg_{\rm eq}/d\varepsilon=-p$ and $dx=-d\varepsilon$, its derivative with respect to $x$ is the separation of the two roots. With $\Delta g=0$ at $x=0$,

$$
\Delta g\approx\int_0^x
2\left(\frac{x'}{\sqrt3}\right)^{1/2}dx'
=\frac{4}{3\cdot3^{1/4}}\,x^{3/2}.
$$

At the first field $x=0.135$, which gives a barrier of about $2.01\ \mathrm{MJ/m^3}$, some $1\%$ below the exact value. The weak-field estimate describes how the wells begin to tilt; the expansion near $E_c$ describes how the metastable well is lost. The exact roots cover both regimes, and the numerical output lists their values for the two fields.

## Computed values

```
a = -1.000e+09 m/F
b = 2.500e+10 m^5/(C^2 F)
applied field E = 5.000e+07 V/m
zero-field polarization P0 = 0.2000 C/m^2
coercive field Ec = 7.6980e+07 V/m
field ratio E/Ec = 0.64952 (dimensionless)
arccos(E/Ec) = 49.495 degrees
curvature boundary |P| = 0.11547 C/m^2
k = 0: stable
  angle = 16.498 degrees
  P/P0 = 1.10716 (dimensionless)
  P = 0.22143 C/m^2 = 22.143 microC/cm^2
  curvature = 2.6774e+09 m/F
  energy density = -20.5617 MJ/m^3
k = 1: metastable
  angle = 136.498 degrees
  P/P0 = -0.83757 (dimensionless)
  P = -0.16751 C/m^2 = -16.751 microC/cm^2
  curvature = 1.1045e+09 m/F
  energy density = -0.7334 MJ/m^3
k = 2: unstable
  angle = 256.498 degrees
  P/P0 = -0.26959 (dimensionless)
  P = -0.05392 C/m^2 = -5.392 microC/cm^2
  curvature = -7.8196e+08 m/F
  energy density = 1.2951 MJ/m^3
metastable minus stable energy = 19.8283 MJ/m^3
barrier from metastable state = 2.0286 MJ/m^3
barrier from stable state = 21.8569 MJ/m^3
second field = 1.000e+08 V/m
second field ratio E/Ec = 1.29904 (dimensionless)
single state: P = 0.23830 C/m^2 = 23.830 microC/cm^2
single state: curvature = 3.2589e+09 m/F
```
